\section*{Edge diffusion and the wavelength of meandering steps}

\section{What the steps and atoms do}

Q: You say that steps on a growing vicinal surface become wavy at a preferred wavelength, and that atoms running along the step edges change it. Before I believe any formula, what is the model?

A: Parallel steps a distance $l$ apart run along $x$ and advance towards $+z$, onto their lower terraces. Step $m$ sits at $z=h_m(x,t)$, and its lower terrace extends to step $m+1$. Atoms arrive at a rate $F$ per area, diffuse with diffusivity $D$ and do not evaporate. They join a step from its lower terrace only; an atom reaching the descending edge is turned back. This is the one-sided limit. Attachment from below is fast, so the adatom density there has its local equilibrium value. The area per atom is $\Omega$.

The density $c$ adjusts quickly compared with the step motion, so it obeys
\begin{equation}
D\nabla^2c+F=0 .
\end{equation}

Q: What is the equilibrium density beside a curved step?

A: It follows from the cost of adding an atom. Let $\gamma(\theta)$ be the step energy per length at orientation $\theta$. The energy is $E=\int f(h_x)\,dx$ with $f(p)=\gamma(\arctan p)\sqrt{1+p^2}$. Differentiating,
\begin{equation}
f'(p)=\frac{\gamma'+p\gamma}{\sqrt{1+p^2}},\qquad
f''(0)=\gamma+\gamma''\equiv\tilde\gamma ,
\end{equation}
where $\tilde\gamma$ is the stiffness. For small slopes, $\delta E/\delta h=-\partial_xf'(h_x)=-\tilde\gamma h_{xx}$. One added atom means $\int\delta h\,dx=\Omega$, so its chemical potential is
\begin{equation}
\mu=\Omega\tilde\gamma\kappa,\qquad \kappa=-h_{xx}.
\end{equation}
A forward bulge has $\kappa>0$ and holds its atoms less firmly. With $c_{\rm eq}$ the density at a straight step and $\mu\ll kT$,
\begin{equation}
c=c_{\rm eq}e^{\mu/kT}\simeq c_{\rm eq}(1+\Gamma\kappa),\qquad
\Gamma=\frac{\Omega\tilde\gamma}{kT}.
\end{equation}

Q: And the atoms that stay on the edge?

A: Let their equilibrium line density be $n_e$ and their diffusivity $D_e$. Local equilibrium gives $n=n_ee^{\mu/kT}$, so the current along the edge is
\begin{equation}
j=-D_e\partial_sn\simeq-\frac{D_en_e}{kT}\,\partial_s\mu .
\end{equation}
Conservation adds $-\Omega\partial_sj$ to the step velocity. For small slopes $\partial_s\simeq\partial_x$, hence
\begin{equation}
h_t\big|_{\rm edge}=\frac{\Omega D_en_e}{kT}\,\partial_x^2(-\Omega\tilde\gamma h_{xx})
=-B_eh_{xxxx},\qquad
B_e=\frac{\Omega^2\tilde\gamma D_en_e}{kT}.
\end{equation}
I call $B_e$ the edge mobility. It assumes constant $D_en_e$ and no extra barrier that biases motion around kinks.

\section{The growth rate of a ripple}

Q: Start with straight steps, so that I can see where the instability enters.

A: Measure $z$ from a step, in the frame moving with it. The conditions are $c_0(0)=c_{\rm eq}$ and, at the descending edge, $c_0'(l)=0$. Integrating $c_0''=-F/D$ twice gives
\begin{equation}
c_0=c_{\rm eq}+\frac FD\left(lz-\frac{z^2}{2}\right),\qquad
c_0'=\frac FD(l-z).
\end{equation}
The velocity is $\Omega Dc_0'(0)=\Omega Fl$: every atom landing on the terrace is used. I have dropped the drift caused by the moving frame, which requires $\Omega Fl^2/D\ll1$ and $\Omega c_{\rm eq}\ll1$.

Now displace step $m$ by $\epsilon e^{iqx+im\phi+\omega t}$, where $\phi$ is the phase shift between neighbours. For the terrace in front of step $m=0$, write $c=c_0+\epsilon c_1(z)e^{iqx+\omega t}$. The flux is already balanced by $c_0$, so $c_1''=q^2c_1$ and
\begin{equation}
c_1=A\cosh qz+B\sinh qz .
\end{equation}

Q: The boundary conditions hold on the displaced steps, not at $z=0$ and $z=l$.

A: They are transferred by a first-order Taylor expansion. At the rear step, $c_0'(0)+c_1(0)=c_{\rm eq}\Gamma q^2$ per unit amplitude, because $\kappa=q^2h$. Thus
\begin{equation}
A=c_{\rm eq}\Gamma q^2-\frac{Fl}{D}.
\end{equation}
At the next step the normal derivative is $c_z-h_xc_x$ to the order needed. Since $c_0$ does not depend on $x$, the product $h_xc_x$ is second order. The zero-flux condition becomes
\begin{equation}
c_1'(l)+c_0''(l)e^{i\phi}=0
\quad\Rightarrow\quad
q(A\sinh ql+B\cosh ql)=\frac FDe^{i\phi}.
\end{equation}
Therefore
\begin{equation}
qB=\frac{F}{D}\frac{e^{i\phi}}{\cosh ql}-qA\tanh ql .
\end{equation}
The growth rate is the perturbed flux into the rear step plus the edge term:
\begin{equation}
\omega=\Omega D\,[c_1'(0)+c_0''(0)]-B_eq^4
=\Omega D\left(qB-\frac FD\right)-B_eq^4 .
\end{equation}
Inserting $B$ and then $A$,
\begin{align}
\omega={}&\Omega F\left[ql\tanh ql+\frac{e^{i\phi}}{\cosh ql}-1\right]\nonumber\\
&-\Omega Dc_{\rm eq}\Gamma q^3\tanh ql-B_eq^4 .
\label{disp}
\end{align}

Q: Which phase shift wins?

A: The real part depends on $\phi$ only through $\cos\phi/\cosh ql$, which is largest at $\phi=0$ for every $q$. The steps therefore meander in phase, and I set $\phi=0$ from here on.

\section{The selected wavelength}

Q: The terrace term carries $q^3\tanh ql$ and the edge term $q^4$. How can you add their mobilities?

A: In general I cannot. The addition is a long-wave result. Put $x=ql\ll1$ and use $\tanh x=x-x^3/3+\cdots$ and $1/\cosh x=1-x^2/2+5x^4/24-\cdots$. Then
\begin{align}
x\tanh x+\frac1{\cosh x}-1
&=\left(1-\frac12\right)x^2+\left(-\frac13+\frac5{24}\right)x^4+\cdots\nonumber\\
&=\frac{x^2}{2}-\frac{x^4}{8}+\cdots .
\end{align}
The terrace capillary term becomes $-\Omega Dc_{\rm eq}\Gamma l\,q^4$. With
\begin{equation}
B_t=\Omega Dc_{\rm eq}\Gamma l=\frac{\Omega^2\tilde\gamma}{kT}Dc_{\rm eq}l ,
\end{equation}
the leading form is
\begin{equation}
\omega\simeq\frac{\Omega Fl^2}{2}q^2-(B_t+B_e)q^4 .
\label{long}
\end{equation}
The two paths carry atoms side by side between the same bulges and hollows, driven by the same $\partial_x\mu$. Their conductances $Dc_{\rm eq}l$ and $D_en_e$ add, like conductors in parallel.

Q: You discarded $-\Omega Fl^4q^4/8$, which has the same power of $q$ as the terms you kept.

A: It is small at the maximum, and that can be checked afterwards. Setting $d\omega/dq=\Omega Fl^2q-4(B_t+B_e)q^3=0$ gives
\begin{equation}
q_0^2=\frac{\Omega Fl^2}{4(B_t+B_e)} .
\end{equation}
The ratio of the discarded term to the capillary term is
\begin{equation}
\frac{\Omega Fl^4/8}{B_t+B_e}=\frac{(q_0l)^2}{2},
\end{equation}
so the neglect is justified when $(q_0l)^2\ll1$. The fastest-growing wavelength, $2\pi/q_0$, is then
\begin{equation}
\lambda=4\pi\sqrt{\frac{B_t+B_e}{\Omega Fl^2}}
=\lambda_t\sqrt{1+\frac{B_e}{B_t}},
\label{lambda}
\end{equation}
where $\lambda_t$ is the value without edge diffusion at the same $F$, $l$ and temperature. If $\lambda_e$ denotes the value with edge smoothing alone, then $\lambda^2=\lambda_t^2+\lambda_e^2$. The maximum rate is
\begin{equation}
\omega_0=\frac{\Omega Fl^2}{2}q_0^2-(B_t+B_e)q_0^4
=\frac{(\Omega Fl^2)^2}{16(B_t+B_e)} .
\end{equation}
Edge diffusion thus lengthens the ripple and slows its growth.

``Selected'' means fastest growing in the linear regime. A ripple that starts from broad noise approaches this wavelength only if it stays in that regime for several e-folding times. Later coarsening is outside this calculation.

Q: How good is the square root when $q_0l$ is small but finite?

A: Let $y=x^2$, $b=(B_t+B_e)/(\Omega Fl^4)$ and $f_e=B_e/(B_t+B_e)$. Keeping the next terms,
\begin{equation}
\frac{\omega}{\Omega F}=\frac y2-\frac{y^2}{8}-by^2+\frac{b(1-f_e)}{3}y^3 .
\end{equation}
The last term comes from $x^3\tanh x=x^4-x^6/3+\cdots$. It must be kept because $b=1/(4y_0)$ is large, with $y_0=(q_0l)^2$. The maximum obeys
\begin{equation}
\frac12-\frac y4-2by+b(1-f_e)y^2=0 .
\end{equation}
Put $y=y_0(1+\delta)$. To first order in $y_0$,
\begin{equation}
-\frac{y_0}{4}-\frac\delta2+\frac{(1-f_e)y_0}{4}=0
\quad\Rightarrow\quad \delta=-\frac{f_ey_0}{2}.
\end{equation}
Since $\lambda\propto y^{-1/2}$, the law~\eqref{lambda} is multiplied by $1+f_e(q_0l)^2/4$. For terrace smoothing alone the first correction cancels: drive and capillarity weaken together.

Q: What happens in the opposite limit?

A: For $ql\gg1$, $\tanh ql\to1$ and $1/\cosh ql\to0$, so
\begin{equation}
\omega\simeq\Omega F(ql-1)-\frac{B_t}{l}q^3-B_eq^4 .
\end{equation}
With terrace smoothing alone the maximum is at $q^2=\Omega Fl^2/(3B_t)$. With edge smoothing alone it is at $q^3=\Omega Fl/(4B_e)$, so $\lambda\propto B_e^{1/3}$. The mobilities no longer enter as a sum, and the square-root rule fails.

\section{A step that leaks}

Q: No real barrier reflects every atom. Does a leak spoil the argument?

A: It weakens the drive. Suppose the flux into the descending edge is $(D/l_{\rm ES})$ times the excess density there, where $l_{\rm ES}$ grows with the barrier. For straight steps write $c_0=c_{\rm eq}+(F/D)(\alpha z-z^2/2)$. The condition at $z=l$ is
\begin{equation}
l-\alpha=\frac{\alpha l-l^2/2}{l_{\rm ES}}
\quad\Rightarrow\quad
\alpha-\frac l2=\frac l2\,\frac{l_{\rm ES}}{l+l_{\rm ES}} .
\end{equation}
For a long in-phase ripple, the same profile follows the local step position. With $\zeta=z-h(x)$,
\begin{equation}
c\simeq c_{\rm eq}(1+\Gamma\kappa)+\frac FD\left(\alpha\zeta-\frac{\zeta^2}{2}\right).
\end{equation}
The current along $x$, summed across the terrace, is
\begin{equation}
J_x=-D\int_0^l c_x\,d\zeta
=-Dc_{\rm eq}\Gamma l\,\kappa_x+Fl\left(\alpha-\frac l2\right)h_x .
\end{equation}
The second part flows towards the bulges and causes the instability. Conservation, $h_t=-\Omega\partial_xJ_x$ apart from the mean advance, gives
\begin{equation}
\omega=\frac{\Omega Fl^2}{2}\frac{q^2}{1+l/l_{\rm ES}}-B_tq^4 ,
\end{equation}
to which the edge adds $-B_eq^4$. For $l_{\rm ES}\to\infty$ this is Eq.~\eqref{long}. The leak leaves the smoothing unchanged at this order and lengthens the wave by $\sqrt{1+l/l_{\rm ES}}$.

\section{Numbers for kinked copper steps}

Q: Choose a surface on which both paths matter.

A: Take strongly kinked steps on vicinal copper (111) at 400~K, with $l=10$~nm and growth at 0.020 monolayers (ML) per second. The energies and attempt frequency are rough typical values. The stiffness is an illustrative value, several times below what a lattice model of this surface gives; its effect is discussed below. With atomic spacing $a=0.256$~nm and attempt frequency $\nu=10^{13}$~s$^{-1}$, I use
\begin{align}
D&=a^2\nu e^{-0.04\,{\rm eV}/kT}=2.05\times10^{11}\ {\rm nm^2/s},\nonumber\\
c_{\rm eq}&=\Omega^{-1}e^{-0.73\,{\rm eV}/kT}=1.12\times10^{-8}\ {\rm nm^{-2}},\nonumber\\
D_en_e&=a\nu e^{-0.65\,{\rm eV}/kT}=1.65\times10^4\ {\rm nm/s}.
\end{align}
The last activation energy is an effective one for transport past kinks. The terrace barrier is only about $1.2\,kT$, whereas the hopping formula assumes a barrier well above $kT$, so this $D$ is a rough estimate; the smoothing depends only on the product $Dc_{\rm eq}$. The terrace conductance is $Dc_{\rm eq}l=2.30\times10^4$~nm/s. With $\Omega=0.05676$~nm$^2$, $\tilde\gamma=0.13$~eV/nm and $kT=0.03447$~eV, the common factor $\Omega^2\tilde\gamma/kT$ gives $B_t=279$ and $B_e=201$~nm$^4$/s. The drive is $\Omega Fl^2=0.020\times10^2=2.0$~nm$^2$/s, so
\begin{equation}
\lambda=4\pi\sqrt{\frac{480}{2.0}}\ {\rm nm}\simeq195\ {\rm nm}=0.195\ \mu{\rm m}.
\end{equation}
Terrace smoothing alone would give 148~nm and edge smoothing alone 126~nm. The lengthening factor is $\sqrt{1+0.721}=1.31$. In the long-wave law the ripple grows by a factor $e$ in about 1900~s, during which 38~ML are deposited.

Q: Is 195~nm long enough for your expansion?

A: Here $q_0l=0.323$ and $f_e=0.419$, so the first correction is $0.419\times0.323^2/4=1.1\%$, giving 197~nm. A numerical solution between steps rippled by $10^{-3}l$, with full curvature and normals, also gives 197~nm. Its peak growth rate is $5.05\times10^{-4}$~s$^{-1}$, 3\% below the long-wave value. With the flux lowered twentyfold, the same solution gives a lengthening factor of 1.312, as the square root predicts.

Q: And the effects you left out?

A: A descent barrier of 0.20~eV gives $l_{\rm ES}=ae^{0.20\,{\rm eV}/kT}=85$~nm. The numerical solution with this leak has a wavelength of 207~nm, 5.5\% above the one-sided result.

Kinks can also reflect edge atoms. Suppose every atom reaching a straight segment of length $L$ is carried to the kink at its advanced end. The mean displacement is $L/2$, so the edge current is $FlL/2$ uphill. With slope $p=a/L$ relative to the close-packed direction, this is $Fla/(2p)$, and it falls as the slope rises. Its slope derivative has magnitude $FlL^2/(2a)$, which must be compared with $Fl^2/2$ from the terrace. For $L=2a$ the ratio is $L^2/(al)=0.10$. This order-of-magnitude estimate opposes the drive and would lengthen the wave by 5 to 6\% if all segments were equal. The figure depends on the lattice geometry: a zigzag of two kinds of segment of length $2a$ on the triangular lattice gives a ratio $3L/l=0.15$ and about 9\%. A random order of segments contains longer runs, which can raise the lengthening to between 10 and 20\%. On nearly straight close-packed edges $L$ is much larger, and the present theory can fail.

New islands are unlikely to interfere. The largest relative excess density is $Fl^2/(2Dc_{\rm eq})=0.0077$. If the stiffness stands in for the line tension, the critical island radius $\Omega\tilde\gamma/[kT\ln(1.0077)]$ is 28~nm, which does not fit on a 10~nm terrace. This stand-in underestimates the radius: a nearest-neighbour model with a kink energy of 0.12~eV has a line tension near 1~eV/nm, giving about 200~nm, and still about 50~nm if the activation energy of $Dc_{\rm eq}$ is 0.05~eV higher. The neglected drift is smaller still, with $\Omega Fl^2/D\simeq10^{-11}$ and $\Omega c_{\rm eq}\simeq6\times10^{-10}$.

Q: Would you then promise 200~nm to someone growing copper films?

A: No. The input values matter more than these corrections. The stiffness I used, 0.13~eV/nm, is close to $kT/a$ and is too low for any step orientation in a simple lattice model of this surface. A step running midway between two close-packed directions consists of two kinds of atomic segment, which can be ordered in many ways. In a nearest-neighbour lattice model with few extra kinks, counting these orderings gives $\tilde\gamma=2\sqrt3\,kT/a\simeq0.47$~eV/nm. At 400~K this midway orientation is the softest in the model; steps nearer a close-packed direction are stiffer. Since $\lambda\propto\sqrt{\tilde\gamma}$, this raises 195~nm to about 370~nm, and the time to grow by a factor $e$ rises to nearly two hours, or about 140~ML. Shifting both smoothing activation energies by 0.05~eV in the same direction changes $\lambda$ by a further factor 2.1, so with this stiffness the one-sided model allows roughly 0.2 to 0.8~$\mu$m. The one-sided assumption is also fragile, because kinked steps may have a lower descent barrier than the 0.20~eV assumed. At 0.10~eV the barrier length would be $\sqrt{0.256\times84.7}=4.7$~nm, and the long-wave factor $\sqrt{1+10/4.7}$ would lengthen the wave by a factor of about 1.8 relative to the one-sided limit. The peak rate falls as $(1+l/l_{\rm ES})^{-2}$, about tenfold, so that one factor $e$ would take some 380~ML even with the low stiffness. The spacing and growth rate are accessible to slow vacuum deposition, but the calculated wavelength is a model estimate, not a measured property of copper.

Q: Can I at least use the ratio of mobilities to decide which path controls the wavelength?

A: Yes, while $q_0l\ll1$ and edge transport stays near equilibrium. The ratio is
\begin{equation}
\frac{B_e}{B_t}=\frac{D_en_e}{Dc_{\rm eq}l}.
\end{equation}
The stiffness cancels, and the flux does not enter either mobility. At fixed temperature and step orientation, closer steps favour the edge path because each terrace is a narrower channel. In the terrace-controlled limit $\lambda\propto l^{-1/2}$, while in the edge-controlled limit $\lambda\propto l^{-1}$. Both limits have $\lambda\propto F^{-1/2}$, so varying the flux alone cannot tell them apart; varying the step spacing can, provided the waves stay much longer than $2\pi l$ and the descent barrier remains effectively one-sided, $l_{\rm ES}\gg l$. A leak raises both exponents by $l/[2(l+l_{\rm ES})]$. Near $l=10$~nm they become about $-0.45$ and $-0.9$ for the 0.20~eV barrier, but about $-0.16$ and $-0.65$ for 0.10~eV, where edge control could be mistaken for terrace control.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 400 K; kT: 0.03447 eV
Atomic spacing: 0.256 nm; area per atom: 0.05676 nm^2
Step spacing l: 10.0 nm; growth rate: 0.020 ML/s
Flux F: 0.3524 atoms/(nm^2 s)
Attempt frequency: 1.0e+13 1/s
Terrace hop barrier: 0.04 eV
Adatom formation energy: 0.73 eV
Effective edge activation energy: 0.65 eV
Extra step-edge barrier: 0.20 eV
Step stiffness: 0.13 eV/nm
Terrace diffusivity D: 2.054e+11 nm^2/s
Equilibrium adatom density c_eq: 1.118e-08 1/nm^2
Terrace conductance D c_eq l: 2.296e+04 nm/s
Edge conductance D_e n_e: 1.654e+04 nm/s
Terrace mobility B_t: 278.89 nm^4/s
Edge mobility B_e: 200.97 nm^4/s
Sum B_t + B_e: 479.86 nm^4/s
Ratio B_e/B_t: 0.7206; edge fraction f_e: 0.4188
Drive Omega F l^2: 2.0000 nm^2/s
Wavelength, terrace smoothing only: 148.4 nm
Wavelength, edge smoothing only: 126.0 nm
Wavelength, both (long-wave law): 194.6 nm = 0.1946 um
Lengthening factor sqrt(1+B_e/B_t): 1.3117
q0 l at the maximum: 0.3228
Wavelength with first correction: 196.8 nm
Wavelength from curved-step solver: 196.7 nm
Peak growth rate, long-wave law: 5.210e-04 1/s
Peak growth rate, curved-step solver: 5.052e-04 1/s
e-folding time, long-wave law: 1919 s
Film grown in that time: 38.4 ML
Largest scaled dispersion error in tests: 2.9e-06
Solver lengthening factor at F/20: 1.3124
Solver sum-of-squares ratio at F/20: 0.9985
Barrier length l_ES: 84.7 nm; l/l_ES: 0.1180
Wavelength with finite barrier (solver): 207.5 nm
Long-wave finite-barrier factor: 1.0574
Assumed straight segment between kinks: 0.512 nm
Strong kink barrier / terrace drive, estimate: 0.102
Entropic repulsion / stiffness: 3.47e-03
Largest terrace supersaturation: 7.68e-03
Critical island radius, estimate: 28.0 nm
Flux-induced / equilibrium edge adatoms: 4.7e-06
Advection number Omega F l^2/D: 9.7e-12
Wavelength factor for 0.05 eV activation shift: 2.07
\end{verbatim}
